\section*{Surface stress and surface free energy from the pressure integral}

\textbf{Q.} I have a relaxed slab of an fcc crystal with two (001) faces and vacuum on both sides. I computed the pressure profile, integrated normal minus tangential pressure across the slab, and divided by two for the two faces. That is the surface free energy, as it would be for a liquid film. May I report it so?

\textbf{A.} Not without first asking what work the integral measures. Let $z$ be the surface normal, $p_N$ and $p_T$ the normal and tangential pressures, and
\begin{equation}
I=\int (p_N-p_T)\,dz .
\end{equation}
Pressure is minus stress, so a slab that pulls inward along its plane has $I>0$. Suppose that the energy $E$ depends on the interatomic distances $r_b$, where $b$ labels each pair once, and call $T_b=\partial E/\partial r_b$ the tension of that bond. This covers pair potentials and also many-body models whose energy is a function of pair distances.

Cut the slab by a vertical plane at $x=c$. A bond with components $(x_b,y_b,z_b)$ that crosses the plane transmits the force $T_b|x_b|/r_b$ along $x$. With lateral periods $L_x$, $L_y$ and area $A=L_xL_y$, the force per length is the sum over crossing bonds divided by $L_y$. It cannot depend on $c$, because the material between two such cuts is in equilibrium. We may therefore average over $c$. A bond is crossed for a fraction $|x_b|/L_x$ of the positions, which gives
\begin{equation}
\frac{1}{L_y}\sum_b \frac{|x_b|}{L_x}\,\frac{T_b|x_b|}{r_b}
=\frac1A\sum_b\frac{T_bx_b^2}{r_b}.
\end{equation}
The same count for horizontal planes, integrated over their height, gives $\sum_b T_bz_b^2/(Ar_b)$. At finite temperature both expressions are averaged and momentum transport is added, but that part is the same in all directions and drops out of the difference. Hence
\begin{equation}
I=\frac1A\Big\langle\sum_b T_b\,\frac{x_b^2-z_b^2}{r_b}\Big\rangle .
\label{eq:bond}
\end{equation}
No rule was needed for distributing the stress along a bond. Such a rule changes the local profile, not $I$.

\textbf{Q.} So it is a force per length. Where does the free energy enter?

\textbf{A.} Through a virtual stretch. Put the slab in a closed cell and change its shape at constant volume: $x\to(1+\epsilon)x$, $z\to z/(1+\epsilon)$. To first order, $r_b^2$ changes by $2\epsilon(x_b^2-z_b^2)$, so
\begin{equation}
\frac{dr_b}{d\epsilon}=\frac{x_b^2-z_b^2}{r_b}.
\end{equation}
The map has unit Jacobian, so in $F=-k_BT\ln\int e^{-E/k_BT}\,d^{3N}r+\text{const}$ only the energy changes:
\begin{equation}
\frac{dF}{d\epsilon}=\Big\langle\frac{dE}{d\epsilon}\Big\rangle
=\Big\langle\sum_bT_b\frac{x_b^2-z_b^2}{r_b}\Big\rangle=A\,I .
\label{eq:work}
\end{equation}
For a static crystal in vacuum, $F$ is the relaxed energy. The compression along $z$ then costs nothing to first order, since no layer feels a net force, and the result is the work of a purely lateral stretch.

Equation (\ref{eq:work}) holds for liquid and crystal alike. It says that $I$ is the free energy needed to \emph{stretch} the slab, per area and per unit strain, at a fixed number of atoms.

\textbf{Q.} Stretching makes area, and the free energy of new area is $\gamma$. I still get $I=2\gamma$.

\textbf{A.} For a one-component liquid you do. Take a liquid slab in equilibrium with its vapour. The two phases share the chemical potential $\mu$ and the pressure $p$, so each has free energy density $f_i=\mu\rho_i-p$, with $\rho_i$ its number density. Place the dividing surfaces so that they carry no excess atoms. Then
\begin{align}
F&=f_lV_l+f_gV_g+2\gamma A\nonumber\\
&=\mu(\rho_lV_l+\rho_gV_g)-p(V_l+V_g)+2\gamma A\nonumber\\
&=\mu N-pV+2\gamma A .
\end{align}
In the stretch $N$, $V$ and $T$ are fixed, and $\mu$ and $p$ keep their coexistence values. The value of $\gamma$ also stays fixed, because molecules move between interior and surface until the same density profile is restored. With $dA/d\epsilon=A$, equation (\ref{eq:work}) gives $AI=2\gamma A$.

\textbf{Q.} And what in that argument is lost for the crystal?

\textbf{A.} The restoration of the surface. On the time scale of an elastic stretch, a crystal surface keeps its atoms and spaces them more widely. It becomes a different surface, with a different $\gamma$. Write the free energy as bulk plus excess,
\begin{equation}
F=N f_b(\epsilon)+2\gamma(\epsilon)A(\epsilon),
\end{equation}
where $f_b$ is the bulk free energy per atom at lateral strain $\epsilon$ and zero normal stress, and $\gamma$ refers to the current area. Differentiate, again with $dA/d\epsilon=A$ at the reference state:
\begin{equation}
A\,I=N\frac{df_b}{d\epsilon}+2A\gamma+2A\frac{d\gamma}{d\epsilon}.
\end{equation}
If the slab is held at the lateral lattice constant of the stress-free bulk, the first term vanishes, and
\begin{equation}
I=2f,\qquad f=\gamma+\frac{d\gamma}{d\epsilon}.
\label{eq:shuttle}
\end{equation}
The quantity $f$ is the surface stress, and the second relation is the Shuttleworth equation. For a face with fourfold symmetry, such as yours, $f$ is the same along $x$ and $y$; in general it is a tensor. If the excess is counted per \emph{unstrained} area $A_0$, as $\Gamma=\gamma A/A_0$, the same content reads $f=d\Gamma/d\epsilon$, without a separate $\gamma$ term.

\textbf{Q.} Perhaps $d\gamma/d\epsilon$ is a small correction. A surface that costs energy must surely pull.

\textbf{A.} Consider an fcc crystal with pair bonds that reach nearest neighbours alone, each of energy $-D$ at its minimum. An atom has twelve neighbours and each bond is shared by two atoms, so the cohesive energy is $E_{\rm coh}=6D$. A cut along (001) breaks four bonds per surface cell of area $A_1$ and makes two faces:
\begin{equation}
2\gamma A_1=4D\quad\Rightarrow\quad \gamma A_1=2D=\frac{E_{\rm coh}}{3}.
\end{equation}
The bonds that remain are still at their minima. Every $T_b$ is zero, so equation (\ref{eq:bond}) gives $I=0$. The surface costs energy and does not pull at all. Equation (\ref{eq:shuttle}) agrees: $\gamma A_1$ does not change to first order in the strain, so $\gamma\propto1/A$ and $d\gamma/d\epsilon=-\gamma$.

A Morse crystal of very short range comes close to this limit. With lattice constant $a=0.36$ nm and $E_{\rm coh}=3.5$ eV, the cell area is $A_1=a^2/2=0.0648$ nm$^2$, and
\begin{equation}
\gamma=\frac{3.5\ \text{eV}}{3\times0.0648\ \text{nm}^2}=18.0\ \text{eV/nm}^2=2.88\ \text{J/m}^2 .
\end{equation}
The computed slab has $\gamma=2.88$ J/m$^2$ and $f=0.0002$ N/m. Your procedure would report a surface free energy of almost zero.

\textbf{Q.} My slab is a metal, and its bonds are not independent pairs.

\textbf{A.} Then take a second-moment tight-binding model, the Gupta form:
\begin{equation}
E=\sum_i\Big[\mathcal A\sum_{j\ne i}e^{-p(r_{ij}/r_0-1)}-\xi\sqrt{\rho_i}\Big],\qquad
\rho_i=\sum_{j\ne i}e^{-2q(r_{ij}/r_0-1)} ,
\end{equation}
with $r_0=a/\sqrt2$. Here $p$ and $q$ are numbers that set the ranges, not pressures. I choose $p=10$, $q=2.5$, and keep $a=0.36$ nm and $E_{\rm coh}=3.5$ eV. The conditions of correct cohesive energy and zero bulk pressure then fix $\mathcal A=0.105$ eV and $\xi=1.30$ eV.

The square root has a direct effect on the surface bonds. Keep nearest neighbours alone for a moment, all at $r_0$. The part of a bond's tension that comes from the energy of atom $i$ is
\begin{equation}
g_i=\frac{1}{r_0}\Big(-p\mathcal A+\frac{q\xi}{\sqrt{\rho_i}}\Big).
\end{equation}
In the bulk $\rho_i=12$ and $g_i=0$, so $p\mathcal A=q\xi/\sqrt{12}$. An atom of the unrelaxed (001) face has $\rho_i=8$, hence
\begin{equation}
g_i=\frac{q\xi}{r_0}\Big(\frac1{\sqrt8}-\frac1{\sqrt{12}}\Big)>0 .
\end{equation}
With fewer neighbours each remaining bond is stronger and wants to be shorter, so the face is under tension. This derivation leaves out further neighbours and relaxation; the computed slab includes both.

For twelve layers, nominally 2.16 nm thick, at the bulk lateral constant, the results are $\gamma=1.227$ J/m$^2$ and, from relaxed slabs at slightly different lateral strains, $d\gamma/d\epsilon=0.109$ J/m$^2$. Their sum is
\begin{equation}
1.227+0.109=1.336\ \text{N/m}.
\end{equation}
The bond sum gives $I=2.672$ N/m, so $I/2=1.336$ N/m. The force counted across one explicit vertical cut is also 2.672 N/m. In other units, $\gamma=7.66$ and $f=8.34$ eV/nm$^2$.

If each bond's contribution is split equally between the layers of its two atoms, the outermost layer supplies 0.870 N/m of $I$ and the second 0.502 N/m, while the third and fourth supply $-0.029$ and $-0.008$ N/m. The integral is thus a surface quantity here, as you supposed, but it is the surface stress.

\textbf{Q.} It exceeds $\gamma$ by 9\,\%. For a metal I could live with that.

\textbf{A.} Nothing in equation (\ref{eq:shuttle}) makes the difference small. Replace the square root by $\rho_i$ itself, which turns the model into a Morse pair crystal, and keep $p$, $q$, $a$ and $E_{\rm coh}$. Then $\gamma=3.21$ J/m$^2$, $d\gamma/d\epsilon=-2.40$ J/m$^2$ and $f=0.81$ N/m, so $I/2$ is a quarter of $\gamma$. This $f$ is tensile although a pair potential has no coordination effect. The more distant neighbours therefore matter too, and the tension of the metal slab should not be credited to the square root alone.

\textbf{Q.} Must the lateral lattice constant be precisely that of the bulk? My cell may be slightly off.

\textbf{A.} Keep the bulk term. With $v$ the volume per atom, the lateral bulk stress is $\sigma_b=(1/v)\,df_b/d\epsilon$, and $h=Nv/A$ is the thickness, so
\begin{equation}
I=2f(\epsilon)+h\,\sigma_b(\epsilon).
\label{eq:strained}
\end{equation}
Here $df_b/d\epsilon$ is taken with respect to a further small strain along $x$, starting from the strained state. The bulk term grows with thickness. Stretch the twelve-layer metal slab by 0.2\,\% along both $x$ and $y$. The biaxial modulus of the model is $M=110$ GPa, and the linear estimate of the bulk part of $I/2$ is
\begin{equation}
\tfrac12Mh\epsilon=\tfrac12(109.8\ \text{GPa})(2.16\ \text{nm})(0.002)=0.237\ \text{N/m}.
\end{equation}
The computed bulk part is 0.231 N/m; the linear estimate leaves out terms of second order in the strain. The surface stress itself hardly moves, from 1.336 to 1.340 N/m. Together they give $I/2=1.571$ N/m, which is 18\,\% above the unstrained $f$. Two thicknesses at the same lateral strain separate the parts: the difference of their integrals is bulk stress times the added thickness.

\textbf{Q.} Then I would rather let the cell relax laterally until nothing is strained by force.

\textbf{A.} That removes the signal. A slab free to contract transmits no net force across a vertical cut, so $I=0$. Its surfaces still pull, and the compressed interior pushes back. Setting $I=0$ in equation (\ref{eq:strained}), with $\sigma_b\simeq M\epsilon$, gives for a thick slab
\begin{equation}
\epsilon\simeq-\frac{2f}{Mh}.
\end{equation}
For twelve layers this is $-2.672/(109.8\times2.16)=-1.13\,\%$, against a computed $-0.97\,\%$. For eighteen layers it is $-0.75\,\%$ against $-0.68\,\%$. The formula drops the strain dependence of $f$ and the nonlinear elasticity of the bulk, whose relative effect falls as $1/h$ at leading order. Extrapolating the product $\epsilon h$ from the two slabs, so as to remove that order, gives $-0.0238$ nm. The formula gives $-2f/M=-0.0243$ nm, 2\,\% larger in magnitude.

The free twelve-layer slab has $\gamma=1.225$ J/m$^2$, taken as the excess over bulk at the same lateral strain, while its integral is zero. On your reading its surfaces would cost nothing.

\textbf{Q.} Is there then no mechanical integral that gives $\gamma$ for a crystal?

\textbf{A.} There is, but it runs over a different variable. Split the crystal along a plane and pull the rigid halves apart by a distance $\delta$, with normal traction $\tau(\delta)$. The work per area is the energy of the two new faces:
\begin{equation}
\int_0^\infty\tau(\delta)\,d\delta=2\gamma_{\rm rigid}.
\end{equation}
For the metal model, half the traction integral is 1.230 J/m$^2$, and the excess energy of an unrelaxed slab is also 1.230 J/m$^2$. Letting the layers relax, which shortens the first spacing by 1.3\,\%, lowers this to 1.227 J/m$^2$. Cleaving creates surface at fixed lateral spacing; stretching changes the spacing at a fixed number of surface atoms. These are two different kinds of work.

\textbf{Q.} Suppose I wait long enough for atoms to diffuse. Does the crystal then behave like the liquid?

\textbf{A.} In its total force, yes. Let atoms leave the faces and build new lattice columns at the edges, so that the area grows at constant lattice strain. Now $N f_b$ and $\gamma$ are both fixed, and $dF=2\gamma\,dA$. The external force does the work $I\,dA$, so equilibrium against this creep requires $I=2\gamma$. Equation (\ref{eq:strained}) still holds, and the two together give
\begin{equation}
h\sigma_b=2(\gamma-f).
\end{equation}
The interior is therefore not stress-free. With the unstrained values of $\gamma$ and $f$, the twelve-layer metal slab would need $\sigma_b=-2(0.109\ \text{N/m})/(2.16\ \text{nm})\simeq-0.1$ GPa. This does not rescue your calculation, in which the atoms keep their sites and the bulk stress is set by the cell.

\textbf{Q.} I would like to see the liquid case in numbers as well, with $\gamma$ found without the pressure.

\textbf{A.} Use a mean-field van der Waals fluid with attraction $w(r)=-w_0e^{-r^2/s^2}$ and core volume $b$ per molecule. Its grand potential is
\begin{equation}
\Omega=\int\big[f_h(\rho)-\mu\rho\big]d^3r+\frac12\iint\rho\rho'\,w(|\mathbf r-\mathbf r'|)\,d^3r\,d^3r',
\end{equation}
with $f_h=k_BT\rho\,[\ln(\rho b/(1-\rho b))-1]$. Minimizing $\Omega$ for one planar interface gives $\gamma=(\Omega+pV)/A$.

For the pressure route, carry the profile along with the volume-conserving stretch. The local terms do not change, and the pair term changes through $w'(r)(x^2-z^2)/r$, where $w'/r=-2w/s^2$. Integrate over the lateral separation at fixed height difference $u$. The lateral integral of $w$ is $\bar w(u)=-\pi s^2w_0e^{-u^2/s^2}$, and the Gaussian average of $x^2$ is $s^2/2$, so
\begin{equation}
I_1=\frac12\iint\rho(z)\rho(z')\,\big[-\bar w(u)\big]\Big(1-\frac{2u^2}{s^2}\Big)dz\,dz',\quad u=z-z'.
\end{equation}
The subscript marks a single interface. In a uniform fluid the integral over $u$ vanishes, as an isotropic bulk requires. Because $\Omega$ is stationary at equilibrium, the carried profile has, to first order, the same $\Omega$ as the re-equilibrated one, and so $I_1=\gamma$. For a profile that is not in equilibrium this step fails.

Take $b=0.05$ nm$^3$, $s=0.4$ nm and a critical temperature of 500 K, which fixes $w_0$. At 350 K the packing $\rho b$ is 0.71 in the liquid and 0.04 in the vapour. The grand potential gives $\gamma=11.72$ mJ/m$^2$ and the pressure integral 11.72 mN/m. At 400 K both are 6.59 in the same units.

\textbf{Q.} How far may I carry the metal numbers over to a real film?

\textbf{A.} The lattice constant and cohesive energy are rough values for copper, and the modulus is of the right order. The surface energy of copper is roughly 1.5 to 2 J/m$^2$, so the model's $\gamma$ is low. I would not use its $f$ as a value for copper.

The slab is also static. A classical local harmonic estimate at 300 K, at fixed lateral constant, changes $\gamma$ by $-0.04$ J/m$^2$ and $f$ by $-0.10$ N/m, or 3\,\% and 8\,\% of their static values. The difference $f-\gamma$ then falls from 0.11 to about 0.04 N/m. This estimate lets each atom vibrate alone; with coupled harmonic vibrations the difference is about 0.06 N/m. These are surface excesses. At the static lateral constant the warm interior is compressed, and by equation (\ref{eq:strained}) it adds a bulk term of about $-1.3$ N/m to $I$ for twelve layers, half the size of $2f$. At finite temperature the lateral constant must therefore be that of the stress-free bulk at that temperature. For the chosen $p$ and $q$ the two quantities happen to lie close together, and even their small difference is sensitive to temperature. Such closeness is no rule: with $q=3$ and the same $p$, the static $f$ exceeds $\gamma$ by 35\,\%, and in the pair crystals $f$ is far below $\gamma$.

A film strained to match its substrate breaks the assumption of a stress-free interior. At 1\,\% misfit the linear bulk term for this thickness is $Mh\epsilon=2.4$ N/m, comparable with $2f=2.7$ N/m, and one free face is replaced by an interface with its own stress. Reconstruction, steps and adsorbed atoms can also change $f$; none of them is included here.

\textbf{Q.} So for my slab I should report $I/2$ as surface stress, after checking that the lateral constant is that of the bulk, and obtain $\gamma$ from the excess energy.

\textbf{A.} Yes, with the bulk constant taken from the same method and at the same temperature, and check with a second thickness that $I$ does not change. In electronic-structure calculations on thin metal slabs, quantum-size effects can make surface quantities oscillate with thickness, so more than two thicknesses may be needed; the model used here has no such effect. In the metal model, the values of $I/2$ for twelve and eighteen layers at the bulk constant differ by less than $10^{-4}\,\gamma$. The remaining digits are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 0.36 nm, cohesive energy 3.5 eV
metal: p = 10, q = 2.5, A = 0.1049 eV, xi = 1.2971 eV
pair crystal: A = 0.3293 eV, xi = 0.5536 eV
slab: 12 layers, nominal thickness 2.16 nm
metal: surface energy gamma = 1.2266 J/m^2
metal: d gamma/d strain = 0.1091 J/m^2
metal: surface stress f = I/2 = 1.3357 N/m
metal: f/gamma = 1.0890
pair crystal: surface energy gamma = 3.2099 J/m^2
pair crystal: d gamma/d strain = -2.3977 J/m^2
pair crystal: surface stress f = I/2 = 0.8122 N/m
pair crystal: f/gamma = 0.2530
short-range pair crystal: surface energy gamma = 2.8846 J/m^2
short-range pair crystal: d gamma/d strain = -2.8843 J/m^2
short-range pair crystal: surface stress f = I/2 = 0.0002 N/m
short-range pair crystal: f/gamma = 0.0001
metal in eV/nm^2: gamma = 7.656, f = 8.337
short-range: gamma x cell area = 1.1667 eV, E_coh/3 = 1.1667 eV
metal, full integral I = 2.6715 N/m
metal, force per length on vertical cut = 2.6715 N/m
metal, layer 1 contribution to I = 0.8699 N/m
metal, layer 2 contribution to I = 0.5021 N/m
metal, layer 3 contribution to I = -0.0285 N/m
metal, layer 4 contribution to I = -0.0075 N/m
metal, change of first layer spacing = -1.33 %
unrelaxed gamma, from excess energy = 1.2296 J/m^2
unrelaxed gamma, from cleavage traction = 1.2296 J/m^2
biaxial modulus M = 109.8 GPa
lateral strain 0.2 %: I/2 = 1.5709 N/m
  of which bulk part = 0.2307 N/m
  of which surface stress = 1.3402 N/m
free slab, 12 layers: lateral strain -0.974 %, thick-slab formula -1.126 %
free slab, 18 layers: lateral strain -0.678 %, thick-slab formula -0.751 %
strain x thickness, extrapolated = -0.02382 nm, -2f/M = -0.02433 nm
free slab, 12 layers: gamma = 1.2247 J/m^2 while I = 0
vibrations at 300 K: change of gamma = -0.0358 J/m^2
vibrations at 300 K: change of f = -0.1020 N/m
fluid: T_c = 500 K, core volume 0.05 nm^3, range 0.4 nm
fluid 350 K: packing liquid 0.7135, vapour 0.0427
  gamma from grand potential = 11.7189 mJ/m^2
  integral of p_N - p_T = 11.7189 mN/m
fluid 400 K: packing liquid 0.6442, vapour 0.0799
  gamma from grand potential = 6.5939 mJ/m^2
  integral of p_N - p_T = 6.5939 mN/m
\end{verbatim}
